# Variance of the mean radius of a rough circular contact: test program

```python
# Result under test: for a circular contact with radial errors of covariance
#   sigma^2 * exp(-s/xi),  s = shorter arc between two edge points,
# the angular mean radius has variance
#   sigma^2 * xi/(pi R) * (1 - exp(-pi R/xi)).
# R: nominal radius, sigma: ensemble rms radial error at a fixed angle,
# xi: correlation length, kappa = R/xi. All lengths are in nm.
import numpy as np
from scipy.integrate import quad
from scipy.constants import nano, angstrom


def variance_ratio(kappa):
    """Derived formula: variance of the mean radius divided by sigma^2."""
    x = np.pi * kappa
    return -np.expm1(-x) / x


def circle_points(n):
    angle = 2 * np.pi * np.arange(n) / n
    return np.column_stack([np.cos(angle), np.sin(angle)])


def arc_matrix(n):
    """Shorter arcs on the unit circle, from point coordinates."""
    p = circle_points(n)
    return np.arccos(np.clip(p @ p.T, -1.0, 1.0))


def line_ratio(length_over_xi):
    """Variance ratio for the average over an open line."""
    q = length_over_xi
    return 2 / q * (1 + np.expm1(-q) / q)


def line_average(length_over_xi, n=1200):
    """The same average by a direct double sum over midpoints."""
    z = (np.arange(n) + 0.5) / n * length_over_xi
    return np.exp(-np.abs(z[:, None] - z[None, :])).mean()


R, sigma, xi = 12.0, 0.8, 10.0
kappa = R / xi
x = np.pi * kappa

# Double average over the circle against the formula
arcs = arc_matrix(1200)
for k in (0.2, kappa, 5.0):
    direct = np.exp(-k * arcs).mean()
    # the cusp at zero distance gives a grid error near (k*step)^2/12
    assert abs(direct / variance_ratio(k) - 1) < 1e-4
direct_ratio = np.exp(-kappa * arcs).mean()

# Fourier coefficients: positive, and equal to the closed form
n_grid = 2000
first = circle_points(n_grid)[:, 0]
row = np.exp(-kappa * np.arccos(np.clip(first, -1, 1)))
coeff = np.fft.fft(row).real / n_grid
orders = np.arange(7)
closed = kappa * (1 - (-1.0) ** orders * np.exp(-x)) / (
    np.pi * (kappa**2 + orders**2))
assert coeff.min() > 0
assert np.allclose(coeff[:7], closed, rtol=2e-4, atol=0)

# Limits, from quadrature of the lag average
def lag_average(k):
    return quad(lambda u: np.exp(-k * u), 0, np.pi,
                points=[min(1 / k, 1.0)], epsabs=1e-13)[0] / np.pi

assert abs(lag_average(100.0) * 100.0 * np.pi - 1) < 1e-6
x_small = np.pi * 0.02
second_order = (lag_average(0.02) - 1 + x_small / 2) / x_small**2
assert abs(second_order - 1 / 6) < 0.004  # next term is x/24

# Open-line formula, for the cut circle and for the depth average
depth, xi_depth = 30.0, 10.0
for q in (2 * np.pi * kappa, depth / xi_depth):
    assert abs(line_average(q) / line_ratio(q) - 1) < 1e-4
cut_ratio = line_ratio(2 * np.pi * kappa)
assert cut_ratio < direct_ratio

# Random contours with Gaussian and with two-valued driving noise
rng = np.random.default_rng(7)
spokes, contacts = 240, 20000
root = np.linalg.cholesky(np.exp(-kappa * arc_matrix(spokes)))
variance = sigma**2 * variance_ratio(kappa)
sd = np.sqrt(variance)
inside_variance = sigma**2 - variance
area_shift = inside_variance / (2 * R)
sampled = {}
for kind in ("gaussian", "two-valued"):
    if kind == "gaussian":
        noise = rng.standard_normal((contacts, spokes))
    else:
        noise = rng.choice([-1.0, 1.0], size=(contacts, spokes))
    radius = R + sigma * noise @ root.T
    mean_radius = radius.mean(axis=1)
    area_radius = np.sqrt((radius**2).mean(axis=1))
    # sampling error of a variance is about 1 percent here
    assert abs(mean_radius.var() / variance - 1) < 0.05
    assert abs(radius.var(axis=1).mean() / inside_variance - 1) < 0.03
    shift = (area_radius - mean_radius).mean()
    assert abs(shift / area_shift - 1) < 0.03
    assert abs(area_radius.std() / mean_radius.std() - 1) < 0.01
    sampled[kind] = (mean_radius.std(), area_radius.std(), shift)

# Sizes of neglected effects
chord = 2 * np.sin(arcs / 2)
sd_chord = sigma * np.sqrt(np.exp(-kappa * chord).mean())
sd_smooth = sigma * np.sqrt(np.exp(-(kappa * chord) ** 1.5).mean())
depth_factor = np.sqrt(line_ratio(depth / xi_depth))
noise_rms, common_rms = 0.4, 0.3
sigma_biased = np.hypot(sigma, noise_rms)
sd_biased = sigma_biased * np.sqrt(variance_ratio(kappa))
sd_total = np.hypot(sd, common_rms)
inside_rms = np.sqrt(inside_variance)
sd_wrong_sigma = inside_rms * np.sqrt(variance_ratio(kappa))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Nominal radius R", R, "nm", 1)
show("Point rms error sigma", sigma, "nm", 2)
show("Correlation length xi", xi, "nm", 1)
show("x = pi R/xi", x)
show("exp(-x)", np.exp(-x))
show("Variance ratio, formula", variance_ratio(kappa), "", 5)
show("Variance ratio, direct double average", direct_ratio, "", 5)
show("Variance of mean radius", variance, "nm^2")
show("SD of mean radius", sd, "nm")
show("SD of mean radius, converted", sd * nano / angstrom, "angstrom", 3)
show("Three-sigma of mean diameter", 6 * sd, "nm", 3)
show("Effective number of segments", 1 / variance_ratio(kappa), "", 3)
for radius_value in (6.0, 12.0, 24.0):
    value = sigma * np.sqrt(variance_ratio(radius_value / xi))
    show(f"SD of mean radius at R = {radius_value:.0f} nm", value, "nm")
for n in range(4):
    show(f"Fourier coefficient a_{n}", coeff[n])
print(f"Random contours per noise type: {contacts}")
for kind, (s_mean, s_area, shift) in sampled.items():
    show(f"Sampled SD of mean radius, {kind}", s_mean, "nm", 3)
    show(f"Sampled SD of area radius, {kind}", s_area, "nm", 3)
    show(f"Sampled area-radius shift, {kind}", shift, "nm")
show("Predicted area-radius shift", area_shift, "nm")
show("Variance ratio if circle is cut open", cut_ratio, "", 5)
show("Variance error of cut circle",
     100 * (cut_ratio / variance_ratio(kappa) - 1), "percent", 1)
show("Rms inside one contour", inside_rms, "nm")
show("SD if that rms is used as sigma", sd_wrong_sigma, "nm")
show("SD with chord distance", sd_chord, "nm")
show("SD with chord, exponent 1.5", sd_smooth, "nm")
show("Assumed resist depth", depth, "nm", 1)
show("Assumed depth correlation length", xi_depth, "nm", 1)
show("Depth-averaging factor on SD", depth_factor)
show("SD after depth averaging", sd * depth_factor, "nm")
show("Assumed metrology noise rms", noise_rms, "nm", 2)
show("Sigma with noise left in", sigma_biased, "nm")
show("SD predicted from noisy sigma", sd_biased, "nm")
show("Assumed common radius error rms", common_rms, "nm", 2)
show("Total SD with common error", sd_total, "nm")
print("OK")
```

Running it gives:

```
Nominal radius R: 12.0 nm
Point rms error sigma: 0.80 nm
Correlation length xi: 10.0 nm
x = pi R/xi: 3.7699
exp(-x): 0.0231
Variance ratio, formula: 0.25914
Variance ratio, direct double average: 0.25914
Variance of mean radius: 0.1659 nm^2
SD of mean radius: 0.4072 nm
SD of mean radius, converted: 4.072 angstrom
Three-sigma of mean diameter: 2.443 nm
Effective number of segments: 3.859
SD of mean radius at R = 6 nm: 0.5366 nm
SD of mean radius at R = 12 nm: 0.4072 nm
SD of mean radius at R = 24 nm: 0.2913 nm
Fourier coefficient a_0: 0.2591
Fourier coefficient a_1: 0.1602
Fourier coefficient a_2: 0.0686
Fourier coefficient a_3: 0.0374
Random contours per noise type: 20000
Sampled SD of mean radius, gaussian: 0.407 nm
Sampled SD of area radius, gaussian: 0.406 nm
Sampled area-radius shift, gaussian: 0.0198 nm
Sampled SD of mean radius, two-valued: 0.410 nm
Sampled SD of area radius, two-valued: 0.409 nm
Sampled area-radius shift, two-valued: 0.0197 nm
Predicted area-radius shift: 0.0198 nm
Variance ratio if circle is cut open: 0.23010
Variance error of cut circle: -11.2 percent
Rms inside one contour: 0.6886 nm
SD if that rms is used as sigma: 0.3505 nm
SD with chord distance: 0.4306 nm
SD with chord, exponent 1.5: 0.4091 nm
Assumed resist depth: 30.0 nm
Assumed depth correlation length: 10.0 nm
Depth-averaging factor on SD: 0.6749
SD after depth averaging: 0.2749 nm
Assumed metrology noise rms: 0.40 nm
Sigma with noise left in: 0.8944 nm
SD predicted from noisy sigma: 0.4553 nm
Assumed common radius error rms: 0.30 nm
Total SD with common error: 0.5058 nm
OK
```
